# Why Random Spin Rotations Turn Weak Localization into Antilocalization

**Question.** In a disordered conductor an electron can travel round a closed loop in either sense. The two amplitudes interfere constructively, which favours return and lowers the conductivity: this is weak localization. Spin-orbit scattering is itself symmetric under time reversal, so why does it reverse the interference instead of merely washing it out? What multiplies the spinless result, and how large is the effect in a semiconductor film?

**Answer.**

## The two senses of a loop

Take static, non-magnetic impurities and elastic scattering, with no magnetic field at first. For directions $\hat k\to\hat k'$, the Born scattering amplitude in spin space, apart from a common scalar factor, is

$$S=1+ib\,(\hat k\times\hat k')\cdot\boldsymbol\sigma ,$$

with $b$ real. Since $SS^\dagger=1+b^2|\hat k\times\hat k'|^2$ is a number, $S$ is a positive number times a spin rotation.

The reversed path scatters from $-\hat k'$ to $-\hat k$. Its cross product is $(-\hat k')\times(-\hat k)=-\hat k\times\hat k'$, so each $S$ becomes $S^\dagger$. The order is reversed too:

$$S_n\cdots S_2S_1\;\longrightarrow\;S_1^\dagger S_2^\dagger\cdots S_n^\dagger=(S_n\cdots S_2S_1)^\dagger .$$

If one sense rotates the spin by $U$, the other rotates it by $U^\dagger$, with the same scalar amplitude. Averaging over the initial spin and summing over the final spin gives the intensity, in units of that of one path,

$$\tfrac12\mathrm{Tr}\,(U+U^\dagger)^\dagger(U+U^\dagger)
=\tfrac12\mathrm{Tr}\,(2+U^2+U^{\dagger2})=2+2F,\qquad F=\tfrac12\mathrm{Tr}\,U^2 .$$

The trace of an SU(2) matrix is real, so the last two terms are equal. Without spin rotation $F=1$ and the intensity is 4; without interference it is 2. Thus $F$ is the factor sought.

## Where minus one half comes from

Write $U=q_0-i\mathbf q\cdot\boldsymbol\sigma$, where $q_0=\cos(\theta/2)$, $|\mathbf q|=\sin(\theta/2)$ and $\theta$ is the rotation angle. Then

$$U+U^\dagger=2q_0,\qquad F=\cos\theta=2q_0^2-1 .$$

The part of $U$ proportional to the identity adds between the two senses. The part containing $\boldsymbol\sigma$ changes sign on reversal and cancels.

After many random rotations, $U$ is uniformly distributed over SU(2), that is, over the unit sphere $q_0^2+q_x^2+q_y^2+q_z^2=1$. Multiplication by $i\sigma_x$ leaves this distribution unchanged and puts $q_x$ in the place of $q_0$; $i\sigma_y$ and $i\sigma_z$ do the same for the other components. All four mean squares are therefore equal:

$$\langle q_0^2\rangle=\tfrac14,\qquad \langle F\rangle=2\cdot\tfrac14-1=-\tfrac12 .$$

On average one quarter of the intensity interferes constructively and three quarters destructively: $\tfrac14-\tfrac34=-\tfrac12$. The pair's intensity is $4\langle q_0^2\rangle=1$, half the value without interference. A sample of random SU(2) matrices gave $F=-0.5015\pm0.0016$.

Random rotations about a single axis are not enough. If motion is confined to a plane, $\hat k\times\hat k'$ has one fixed direction, $\theta$ becomes uniform on a circle, and $\langle\cos\theta\rangle=0$. Localization is then removed but not reversed. Simulated scattering in a plane gave $-0.011\pm0.010$.

## How long a loop must be

Let $R$ be the $3\times3$ rotation of the spin vector produced by $U$. Since $\mathrm{Tr}\,R=1+2\cos\theta$,

$$F=\tfrac12(\mathrm{Tr}\,R-1).$$

If spin polarization relaxes isotropically, $\langle R\rangle=e^{-t/\tau_s}\mathbf 1$, and

$$F(t)=\tfrac12\left(3e^{-t/\tau_s}-1\right).$$

The two terms have a two-spin meaning. The identity $\mathrm{Tr}(U U)=\mathrm{Tr}[\mathrm{SWAP}\;U\otimes U]$ turns the pair of paths into two spins. SWAP is $+1$ on the three triplet states, which rotate with $R$ and decay, and $-1$ on the singlet, which no common rotation changes. Time-reversal symmetry protects the singlet, and its exchange sign is the minus sign of antilocalization.

To find $\tau_s$, note that one scattering rotates the spin by $\varphi\simeq2b|\hat k\times\hat k'|$ for small $b$. For isotropic scattering in three dimensions $\langle|\hat k\times\hat k'|^2\rangle=2/3$. Averaging over the axis,

$$\langle R\rangle=\frac{1+2\langle\cos\varphi\rangle}{3}\simeq1-\frac{\langle\varphi^2\rangle}{3}=1-\frac{8b^2}{9},
\qquad \frac1{\tau_s}=\frac{8b^2}{9\tau},$$

where $\tau$ is the scattering time. Successive rotations share a direction, but their product averages to zero at order $b^2$ when the outer directions are free. In a closed loop of $N$ legs, correlations of order $1/N$ between legs leave a total shift of order $b^2$, which does not grow with $N$. For $b=0.1$ and 150 scatterings, simulation gave $F=-0.096$ for open paths and $-0.107$ for closed loops; the formula gives $-0.105$.

Closure matters more for linear Rashba coupling. There each leg's rotation is proportional to its displacement, and the displacements of a closed loop sum to zero, so the rotations cancel to first order. When the mean-square rotation angles of the legs summed to 2 rad², open paths gave $F=0.280$ but closed loops 0.962. At 50 rad² closed loops gave $-0.476$: the reversal survives, but the finite-time law above does not apply.

## From interference to conductivity

The prefactor follows from a physical argument valid to leading order in weak disorder. The factor $-\tfrac12$ does not depend on it.

An electron of wave vector $\mathbf k$ starts a scattering sequence at rate $1/\tau$, and the sequence ends between $t$ and $t+dt$ with probability $dt/\tau$. If the end impurities are separated by $\Delta\mathbf r$ and the final wave vector is $-\mathbf k+\mathbf q$, the two senses differ in phase by $\mathbf q\cdot\Delta\mathbf r$, up to sign. Diffusion averages this to $e^{-Dq^2t}$. The weight of one final state is the overlap of two Lorentzian levels of half-width $\hbar/2\tau$, which is $\tau/\pi\hbar$, divided by the number of states per unit energy, $\nu L^2$, with $\nu$ per spin and $L^2$ the area. The additional backscattering rate is

$$\Gamma=\int\frac{dt}{\tau^2}\,\frac{\tau}{\pi\hbar\nu}\,\frac1{L^2}\sum_{\mathbf q}e^{-Dq^2t}F(t)
=\frac1\tau\,\frac1{\pi\hbar\nu}\int dt\,C(t)F(t),$$

$$C(t)=\int\frac{d^2q}{(2\pi)^2}e^{-Dq^2t}=\frac1{4\pi Dt}.$$

Conservation of probability removes the same rate from the isotropic background, whose mean velocity is zero. Momentum relaxation therefore increases by $\Gamma$, and $\Delta\sigma/\sigma=-\Gamma\tau$. With $\sigma=2e^2\nu D$ and loss of phase coherence after $\tau_\phi$,

$$\Delta\sigma=-G_0\int_0^\infty\frac{dt}{t}F(t)\,e^{-t/\tau_\phi}\left(1-e^{-t/\tau}\right),\qquad G_0=\frac{e^2}{2\pi^2\hbar}.$$

The last bracket is a smooth cutoff, because diffusion has no meaning below $\tau$. Using $\int_0^\infty(e^{-\alpha t}-e^{-\beta t})\,dt/t=\ln(\beta/\alpha)$ for each exponential in $F$,

$$\Delta\sigma=-G_0\left[\tfrac32\ln\!\left(1+\frac{\tau_T}{\tau}\right)-\tfrac12\ln\!\left(1+\frac{\tau_\phi}{\tau}\right)\right],\qquad \frac1{\tau_T}=\frac1{\tau_\phi}+\frac1{\tau_s}.$$

For $\tau_T,\tau_\phi\gg\tau$, differentiation gives

$$\frac{d\Delta\sigma}{d\ln\tau_\phi}=-G_0\left(\frac{3\tau_T}{2\tau_\phi}-\frac12\right).$$

This is $-G_0$ without spin-orbit scattering and $+G_0/2$ when $\tau_s\ll\tau_\phi$: the factor $-\tfrac12$ again. It vanishes at $\tau_T=\tau_\phi/3$, or $\tau_\phi=2\tau_s$. The whole correction need not become positive, because loops shorter than about $\tau_s$ still localize. What reverses is the contribution of long loops.

## The magnetic-field signature

A perpendicular field $B$ gives the two senses opposite flux phases, so the pair behaves like a diffusing particle of charge $2e$. Its Landau levels decay at rates $(4eBD/\hbar)(m+\tfrac12)$, with $eB/\pi\hbar$ states per area each. Summing the geometric series,

$$C(t)=\frac{eB}{\pi\hbar}\,\frac1{2\sinh x}=\frac1{4\pi Dt}\,\frac{x}{\sinh x},\qquad x=\frac{2eBDt}{\hbar}.$$

For a decay time $\tau_a$ define $B_a=\hbar/(4eD\tau_a)$ and $z=B/B_a$. With $y=2x$, the change in the time integral is

$$\int_0^\infty dy\left[\frac{e^{-y/z}}{y}-\frac{e^{-y(1/2+1/z)}}{1-e^{-y}}\right]=\psi\!\left(\tfrac12+\tfrac1z\right)+\ln z\equiv f(z).$$

Adding and subtracting $e^{-y}/y$ produces the integral form of the digamma function $\psi$ and the logarithm. Neglecting the short-time cutoff, which requires $B\ll\hbar/(4eD\tau)$,

$$\sigma(B)-\sigma(0)=G_0\left[\tfrac32f(B/B_T)-\tfrac12f(B/B_\phi)\right].$$

At small $z$, $f\simeq z^2/24$. The weak-field response is therefore negative when $B_T>\sqrt3\,B_\phi$, that is, $\tau_\phi>(\sqrt3-1)\tau_s$.

## A doped film

Consider a 50 nm film with electron density $2\times10^{18}$ cm⁻³, mobility $\mu=1000$ cm²/Vs, mass $m=0.04\,m_e$ and $\tau_\phi=30$ ps at 2 K. A spin-orbit term $\lambda\boldsymbol\sigma\cdot(\mathbf k\times\nabla V)$ with $\lambda=1.2$ nm² gives $b=\lambda k_F^2$. Then

- $k_F=0.390$ nm⁻¹ and $b=1.2\times0.390^2\simeq0.18$;
- $\tau=\mu m/e=22.7$ fs, the mean free path is $l=25.7$ nm, and $D=l^2/3\tau\simeq97$ cm²/s;
- $\tau_s=9\tau/8b^2\simeq0.77$ ps.

The spin length $\sqrt{D\tau_s}=86$ nm exceeds the thickness, which exceeds $l$. Scattering is thus three-dimensional while the relevant diffusion is two-dimensional. With $\tau_T=0.75$ ps and $G_0=12.3$ µS,

$$\Delta\sigma\simeq-12.3\,(5.29-3.59)\ \text{µS}\simeq-21\ \text{µS},$$

against $-89$ µS without spin-orbit scattering. The correction is still negative, but doubling $\tau_\phi$ changes it by $+4.0$ µS instead of $-8.5$ µS.

The characteristic fields are $B_\phi=0.57$ mT and $B_T=22.7$ mT. At 10 mT the conductance changes by $-7.0$ µS, against $+14.3$ µS without spin-orbit scattering. It is lowest at 79 mT, with a change of $-13.9$ µS. At that field the flux factor $x/\sinh x$ has fallen to about one half (0.55, at $x=2$) for loops of duration 0.87 ps, close to the time 0.85 ps at which $F$ changes sign. The field therefore removes mainly the longer, antilocalizing loops. A stronger field also suppresses shorter loops that still localize, so the conductance rises again.

## Comparison with a real film

The mass is that of heavily doped n-type InAs at its Fermi level, but $\lambda=1.2$ nm² is the band-edge value. In an eight-band Kane model the effective $\lambda$ at $k_F=0.39$ nm⁻¹ falls to about 0.5 nm². For isotropic scattering this gives $\tau_s\simeq4$ ps, $\Delta\sigma\simeq-49$ µS, and a minimum of about $-5$ µS near 14 mT. The numbers above therefore overstate impurity spin-orbit scattering in InAs; the estimates below keep $\lambda=1.2$ nm². The mobility is also low: good crystals at this doping reach several times more. With ten times the mobility and all else fixed, $\tau_s$ from impurities would be 7.7 ps, while the estimated spin time from Dresselhaus precession would fall from 20 to 2 ps. Precession would then dominate, and $l$ would exceed the thickness. In the film as specified, Dresselhaus precession adds about 4% to the spin relaxation rate. A 0.1 V built-in drop gives a Rashba spin time of 12 ps on open paths, but its rotation nearly cancels on closed loops of duration $\tau_s$ and hardly affects the interference.

Isotropic scattering is also an assumption. Screened charges scatter forward; if they caused all the scattering at this mobility, the spin relaxation rate would nearly double, giving $\tau_s\simeq0.39$ ps and moving $\Delta\sigma$ from $-21$ to about $-9$ µS. The dopant ions alone would allow a mobility near $10^4$ cm²/Vs and supply under a tenth of the scattering here, so the real change depends on which defects limit the mobility. This offset also depends on the short-time cutoff: halving $\tau$ there alone shifts it by about $-8$ µS. Moreover, the shortest loops have not yet spread across the thickness and return more often than the two-dimensional $C(t)$ allows, which can make the offset more negative by a comparable amount or more. Its value is therefore only an order of magnitude; the responses to $\tau_\phi$ and to weak fields, which come from long loops, are more reliable. The electron-electron correction, estimated at 63 µS in size, is larger still, so the zero-field conductance alone cannot identify antilocalization. Zeeman mixing lowers the minimum conductance by less than 0.1 µS for $|g|=15$, which is negligible here. A surface layer, here 10% of the film's sheet density, would add its own interference correction, which this model omits. The numerical output lists the remaining estimates.

## Calculated quantities

```
Uniform SU(2): mean F = -0.5015 +- 0.0016
Pair return intensity = 0.9969 (one path = 1)
Scattering test, b = 0.1: F open, F closed, F formula
  50 scatterings: 0.469, 0.449, 0.462
  150 scatterings: -0.096, -0.107, -0.105
  350 scatterings: -0.430, -0.434, -0.433
Single rotation axis: F = -0.011 +- 0.010
Rashba, mean-square angle 2 rad^2: F open 0.280, closed 0.962
Rashba, mean-square angle 50 rad^2: F closed -0.476
Flux average at x = 2: loops 0.550, formula 0.551
Sign change: tau_phi/tau_s = 2.000 (phase time), 0.732 (weak field)
Inputs: n = 2.0e+18 cm^-3, mobility = 1000 cm2/Vs, mass = 0.04 m_e
Inputs: thickness = 50 nm, T = 2 K, tau_phi = 30 ps, lambda = 1.2 nm^2
k_F = 0.390 nm^-1, E_F = 0.145 eV, k_F l = 10.0
tau = 22.7 fs, mean free path = 25.7 nm
D = 96.5 cm2/s, b = 0.182, tau_s = 0.770 ps
Spin length = 86.2 nm, phase length = 538 nm
F changes sign at t = 0.846 ps
G0 = 12.331 uS, sheet conductance = 1602 uS
B_phi = 0.569 mT, B_s = 22.16 mT, B_T = 22.73 mT, B_tr = 750 mT
Zero-field correction: -20.92 uS; without spin-orbit -88.61 uS
Doubling tau_phi: +4.05 uS; without spin-orbit -8.54 uS
sigma(B)-sigma(0) at 1 mT: -0.58 uS; without spin-orbit +1.17 uS
sigma(B)-sigma(0) at 10 mT: -7.01 uS; without spin-orbit +14.30 uS
Conductance minimum: B = 78.8 mT, change -13.87 uS
Dresselhaus input 0.03 eV nm^3: spin time 19.8 ps
Built-in drop 0.1 V over film: alpha = 2.40 meV nm, spin time 12.2 ps
Zeeman, |g| = 15, at minimum: singlet rate 8.37 ns^-1 against 1/tau_phi 33.3 ns^-1
Zeeman shift of conductance at minimum: 0.054 uS
Screened ions (permittivity 15, screening length 6.3 nm): spin rate times 1.98, tau_s = 0.389 ps
Electron-electron correction, order of size: 63.2 uS
Electron-electron dephasing time estimate: 52 ps
kT/E_F = 1.2e-03; transverse diffusion time = 0.026 ps
Classical magnetoresistance bound at minimum: 0.100 uS
Surface layer 1e+12 cm^-2 is 10 % of film sheet density
```
